\section*{Why a tensile film lies on the concave side: a referee's comment}

\section{The argument under review}

The manuscript considers a flat silicon wafer with a film on its upper face. The film is under tension, and the author wants to know which way the wafer bends when it is free to do so. The argument has three parts.

\begin{enumerate}
\item A film in tension is like a stretched skin, and a stretched skin pushes on what lies under it. The wafer therefore bulges towards the film.
\item When a beam is bent, its convex face is in tension. The coated face is in tension, so it is the convex one.
\item The conclusion can be confirmed by finding the sign of the stress at the free surface of the film, since this sign fixes the direction of bending.
\end{enumerate}

The author concludes that the centre of the coated face stands above its rim. The first two parts are wrong; the third is reliable only for a thin enough film, and there it points to the opposite shape. The second is the most instructive, because it starts from a true statement.

\section{What the word ``tensile'' says about lengths}

Take the first part. Consider a small piece of film carrying a force $N$ per unit width in every in-plane direction. If the film is curved, the pulls on opposite edges of the piece are not quite opposite. Per unit area, their resultant along the normal is $N$ times the sum of the two principal curvatures, and the support must balance it. On a flat wafer both curvatures are zero, so the film exerts no normal push at all. What it does exert is an inward pull along the surface, handed to the wafer by shear near the film's edge.

In the second part, the true statement concerns a beam bent by an external moment. Its convex face is in tension because bending has made that face longer than its natural length. The film is different: it is in tension before any bending, because its own natural length is shorter than the wafer to which it is bonded. Cut free, it would contract. Stress measures length against the natural length of the same material, and here the two materials have different natural lengths. The sign of the film stress therefore does not say that the coated face has grown.

To turn this into a calculation, let $z$ be measured from the mid-plane of the wafer towards the film, and let $w$ be the upward deflection. For small slopes, and with normals to the mid-plane remaining normal, a point at height $z$ moves sideways by $u_0(x)-z\,w'(x)$. Its in-plane strain is the derivative of this,
\begin{equation}
\varepsilon(z)=\varepsilon_0-\kappa z,\qquad \varepsilon_0=u_0',\quad \kappa=w''.
\label{eq:strain}
\end{equation}
If $\kappa>0$ the rim rises, the upper face is concave, and by \eqref{eq:strain} it is shorter than the lower face. The question is thus the sign of $\kappa$.

I take both layers as linearly elastic, isotropic in the plane and uniformly strained in the plane, so that \eqref{eq:strain} holds in every in-plane direction and the shape is a shallow spherical cap, $w=\kappa r^2/2$. A zone near the rim, comparable in width to the total thickness (a few thicknesses for a very stiff film), is left out. With equal in-plane stresses $\sigma$ and no normal stress, Hooke's law gives $\varepsilon=(\sigma-\nu\sigma)/E$, hence $\sigma=M\varepsilon$ with the biaxial modulus $M=E/(1-\nu)$. The wafer has thickness $h_s$ and modulus $M_s$, the film $h_f$ and $M_f$. Strain is counted from the flat, stress-free wafer. The film then has elastic strain $\varepsilon_m+\varepsilon(z)$, where $\varepsilon_m$ is its strain while the wafer is held flat at its original size. ``Tensile'' means $\varepsilon_m>0$, and $\sigma_f=M_f\varepsilon_m$ is the film stress in that state.

\section{The direction of bending}

The elastic energy per volume is $\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2$, so the energy per area is
\begin{equation}
U(\varepsilon_0,\kappa)=\int_{\rm wafer}\! M_s(\varepsilon_0-\kappa z)^2dz+\int_{\rm film}\! M_f(\varepsilon_m+\varepsilon_0-\kappa z)^2dz .
\label{eq:U}
\end{equation}
First let the wafer shorten but keep it flat. Setting $\partial U/\partial\varepsilon_0=0$ at $\kappa=0$ gives $M_sh_s\varepsilon_0+M_fh_f(\varepsilon_m+\varepsilon_0)=0$, and the film force per width is
\begin{equation}
N_0=M_fh_f(\varepsilon_m+\varepsilon_0)=\frac{M_sh_s\,M_fh_f}{M_sh_s+M_fh_f}\,\varepsilon_m>0 .
\end{equation}
The wafer carries $-N_0$. Now allow a little bending. Differentiating \eqref{eq:U} gives $\partial U/\partial\kappa=-2\int\sigma z\,dz$. In the flat state the wafer stress is uniform and contributes nothing, since $z$ averages to zero over the wafer. The film contributes $N_0$ times the height of its mid-plane, $(h_s+h_f)/2$. Hence
\begin{equation}
\left.\frac{\partial U}{\partial\kappa}\right|_{\kappa=0}=-N_0(h_s+h_f)<0 .
\label{eq:slope}
\end{equation}
The energy falls when $\kappa$ becomes positive. The quadratic part of $U$ is positive unless $\varepsilon_0$ and $\kappa$ both vanish. After minimisation over $\varepsilon_0$ it is therefore an upward parabola in $\kappa$, whose slope at $\kappa=0$ is \eqref{eq:slope}. Its single minimum lies at $\kappa>0$: the film is on the concave side, whatever the thicknesses and moduli, provided $\varepsilon_m$ is uniform through the film.

The physical content is short. Bending towards the film lets the film contract, and the gain is of first order in $\kappa$, while the cost of bending is of second order. If $\varepsilon_m<0$, the sign of $N_0$ and of the result reverses: it is a compressive film that produces the bulge described in the manuscript.

\section{The amount of bending}

Let $N$ be the film force after bending; the wafer carries $-N$. About its own mid-plane, each layer has a linear stress of slope $-M\kappa$. Since $\int z^2dz=h^3/12$ over a layer centred at zero, the condition of no net moment reads
\begin{equation}
N\,\frac{h_s+h_f}{2}-\frac{\kappa}{12}\left(M_sh_s^3+M_fh_f^3\right)=0 .
\label{eq:moment}
\end{equation}
The mid-plane strain of the wafer is $\varepsilon_0=-N/(M_sh_s)$. The elastic strain at the middle of the film is $\varepsilon_m+\varepsilon_0-\kappa(h_s+h_f)/2=N/(M_fh_f)$. Together,
\begin{equation}
\varepsilon_m=N\,\frac{M_sh_s+M_fh_f}{M_sh_sM_fh_f}+\kappa\,\frac{h_s+h_f}{2}.
\end{equation}
Inserting $N$ from \eqref{eq:moment} and using a common denominator,
\begin{equation}
\varepsilon_m=\kappa\,\frac{(M_sh_s^3+M_fh_f^3)(M_sh_s+M_fh_f)+3M_sM_fh_sh_f(h_s+h_f)^2}{6M_sM_fh_sh_f(h_s+h_f)} .
\end{equation}
In the numerator the first product gives $M_s^2h_s^4+M_f^2h_f^4+M_sM_fh_sh_f(h_s^2+h_f^2)$. The second term adds $M_sM_fh_sh_f(3h_s^2+6h_sh_f+3h_f^2)$. Therefore
\begin{equation}
\kappa=\frac{6\,\varepsilon_m M_sM_fh_sh_f(h_s+h_f)}{M_s^2h_s^4+M_f^2h_f^4+M_sM_fh_sh_f(4h_s^2+6h_sh_f+4h_f^2)} .
\label{eq:full}
\end{equation}
Every factor except $\varepsilon_m$ is positive, in agreement with the energy argument.

For a thin film, $h_f\ll h_s$ and $M_fh_f\ll M_sh_s$, the first term of the denominator dominates and \eqref{eq:full} becomes Stoney's formula,
\begin{equation}
\kappa\simeq\frac{6\,\sigma_fh_f}{M_sh_s^2}.
\label{eq:stoney}
\end{equation}
The film modulus has dropped out. In the same limit $N\simeq\sigma_fh_f$, and the wafer stress is
\begin{equation}
\sigma_s(z)=-\frac{N}{h_s}-M_s\kappa z\simeq-\frac{\sigma_fh_f}{h_s}\left(1+\frac{6z}{h_s}\right).
\label{eq:wafer}
\end{equation}
At the coated face, $z=h_s/2$, this is $-4\sigma_fh_f/h_s$; at the bare face it is $+2\sigma_fh_f/h_s$. The silicon directly under the tensile film is compressed. This is what the second part of the argument misses: ``the coated face is in tension'' is true of the film and false of the wafer surface beneath it.

In the opposite limit, $h_f\gg h_s$ and $M_fh_f\gg M_sh_s$, equation \eqref{eq:full} gives $\kappa\simeq6\varepsilon_mM_sh_s/(M_fh_f^2)$. The roles are exchanged: the wafer is now a thin compressed layer on a thick plate, and it lies on the convex side. The direction is unchanged.

\section{The proposed confirmation at the free surface}

The third part proposes to infer the direction of bending from the stress at the free surface of the film. For thick films this can mislead. Take equal moduli, $M_s=M_f=M$, and write $\eta=h_f/h_s$. The denominator of \eqref{eq:full} is then $M^2h_s^4(1+\eta)^4$, so
\begin{equation}
\kappa=\frac{6\varepsilon_m\eta}{h_s(1+\eta)^3}.
\end{equation}
The mean film stress follows from \eqref{eq:moment}, with $1+\eta^3=(1+\eta)(1-\eta+\eta^2)$:
\begin{equation}
\frac{N}{h_f}=\frac{M\kappa h_s(1+\eta^3)}{6\eta(1+\eta)}=\sigma_f\,\frac{1-\eta+\eta^2}{(1+\eta)^3}.
\end{equation}
The free surface lies $h_f/2$ above the middle of the film, so its stress is lower by $M\kappa h_f/2=3\sigma_f\eta^2/(1+\eta)^3$:
\begin{equation}
\sigma_{\rm surface}=\sigma_f\,\frac{1-\eta-2\eta^2}{(1+\eta)^3}=\sigma_f\,\frac{1-2\eta}{(1+\eta)^2},
\end{equation}
because $1-\eta-2\eta^2=(1-2\eta)(1+\eta)$. The surface stress changes sign at $\eta=1/2$. For unequal moduli the same steps place the sign change at $(M_f/M_s)(3\eta^2+2\eta^3)=1$, so for a stiff film it comes much earlier, at $\eta=0.057$ if $M_f=100M_s$. For $\eta=1$ the mean film stress is $+0.125\,\sigma_f$ while the surface stress is $-0.25\,\sigma_f$. The film is still in tension on average and still on the concave side, yet its free surface is compressed, because the shortening of the plate while still flat ($0.5\,\varepsilon_m$) and the further shortening of that surface by bending ($0.75\,\varepsilon_m$) together exceed the original stretch. For a mismatch uniform through the film, the quantity that fixes the direction is the film stress in the flat state. In a thick film whose mismatch varies with height, its mean is not enough: with equal moduli and $\eta=3$, a mismatch that falls linearly from just over twice its positive mean at the interface to just below zero at the surface reverses the bending.

\section{The wafer in numbers}

The example is a 200 mm silicon wafer of (001) orientation, with $h_s=725~\mu$m and radius $a=100$ mm. It carries $h_f=200$ nm of silicon nitride with $\sigma_f=1.0$ GPa. With assumed elastic constants $c_{11}=166$ GPa and $c_{12}=64$ GPa, which are rough inputs for silicon, equal in-plane strains $\varepsilon$ and zero normal stress require a normal strain $-2(c_{12}/c_{11})\varepsilon$, so that
\begin{equation}
M_s=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}=180.7~\text{GPa}.
\end{equation}
The film force is $\sigma_fh_f=200$ N/m, and \eqref{eq:stoney} gives
\begin{equation}
\kappa=\frac{6\times200~\text{N/m}}{(180.7\times10^{9}~\text{Pa})(725\times10^{-6}~\text{m})^2}=0.0126~\text{m}^{-1}.
\end{equation}
The radius of curvature is 79 m. With the film on top, the rim stands $\kappa a^2/2=63~\mu$m \emph{above} the centre; the manuscript has it below. The error matters when stress is deduced from shape: by the author's rule this wafer would be reported as carrying a film in 1 GPa compression.

From \eqref{eq:wafer}, the silicon stress is $-1.1$ MPa at the coated face and $+0.55$ MPa at the bare face. With $E=250$ GPa and $\nu=0.25$ for the film, $M_f=333$ GPa and $\varepsilon_m=0.30\%$. Bending and shortening of the wafer relax the mean film stress by just 0.2\%, to 0.998 GPa.

\section{Gravity can hide the sign}

An experiment to settle the matter needs care with the support. Let the wafer rest on a ring at its rim, and let $y$ be the downward deflection due to its weight $q=\rho gh_s$ per area. For an isotropic plate of rigidity $D=Eh_s^3/[12(1-\nu^2)]$, the plate equation $D\nabla^4y=q$ has the solution, regular at the centre,
\begin{equation}
y=C+Br^2+\frac{qr^4}{64D},
\end{equation}
since $\nabla^4r^4=64$. The rim carries no radial moment, so $y''+\nu y'/r=0$ at $r=a$:
\begin{equation}
2(1+\nu)B+\frac{(12+4\nu)qa^2}{64D}=0,\qquad B=-\frac{(3+\nu)qa^2}{32(1+\nu)D}.
\end{equation}
The sag of the centre below the rim is
\begin{equation}
y(0)-y(a)=-Ba^2-\frac{qa^4}{64D}=\frac{5+\nu}{1+\nu}\,\frac{qa^4}{64D}.
\end{equation}
I assume a density $\rho=2330$ kg/m$^3$. For a pull along [100], zero transverse stress gives $\nu=c_{12}/(c_{11}+c_{12})=0.278$, and $E=(1-\nu)M_s=130$ GPa; the sag is then 24 $\mu$m. A pull $\sigma$ along [110] is, in the cubic axes, two normal stresses $\sigma/2$ and a shear stress $\sigma/2$. The strains along and across the pull are therefore $\sigma/(2M_s)\pm\sigma/(4c_{44})$, so that $1/E=1/(2M_s)+1/(4c_{44})$ and $\nu=1-E/M_s$. With an assumed $c_{44}=80$ GPa these are 170 GPa and 0.061, and the sag is 23 $\mu$m. Silicon is not isotropic in bending, so these are two estimates, not bounds, but they differ little.

The sag is 38\% of the bow due to the film. With the film up, both effects lower the centre relative to the rim, and the total is 87 $\mu$m. With the film down, the film raises the centre and gravity lowers it, leaving 39 $\mu$m. The mean of the two is the film's 63 $\mu$m. For a weaker film the apparent sign can be wrong. On this support and at this thickness, a film in \emph{compression} of less than about 0.38 GPa, placed face up, would still leave the rim above the centre, as a tensile film does. The sag is not spherical, so local curvature gives other thresholds: the centre stays concave up to about 0.47 GPa (this figure and 0.38 GPa use the [100] constants; for the cubic plate they become 0.45 and 0.37 GPa), while at the rim, where $y''=-\nu y'/r>0$, the radial curvature is convex under gravity alone.

\section{Other conditions on the result}

The stress of 1 GPa is a rough typical value for stoichiometric silicon nitride grown by low-pressure chemical vapour deposition. In a tube furnace that process coats both faces, and two equal films have equal and opposite moments about the mid-plane, so the wafer stays flat. The example assumes that the back film has been removed. Real wafers also break the assumption of initial flatness. An initial bow turns over with the wafer, so the averaging above does not remove it. It has to be measured before deposition and subtracted, and the formulas then give the change of curvature. A wafer held flat on a chuck does not bend; the chuck supplies a moment per unit width of $\sigma_fh_fh_s/2=0.0725$ N, and the bow appears on release.

Finite film thickness is a small correction here. To first order in $\eta$, \eqref{eq:full} equals \eqref{eq:stoney} times $1+\eta(1-4M_f/M_s)$, a reduction of 0.18\%. Temperature matters more: for an assumed expansion difference of 1 ppm/K, a change of 100 K alters the film stress by $M_f\times10^{-4}=33$ MPa, about 3\%, which cannot reverse the bending. The elastic energy stored in the film is $\sigma_f^2h_f/M_f=0.60$ J/m$^2$; peeling would release energy of this order, and if the bond cannot resist it, the analysis no longer applies.

Large deflection is the remaining limit, because a flat disc cannot become a spherical cap without stretching. In a cap of curvature $\kappa$, let $N_r$ and $N_\theta$ be the radial and hoop forces per width due to this stretching. Equilibrium, $N_\theta=(rN_r)'$, and a free rim are met by $N_r=c(a^2-r^2)$ and $N_\theta=c(a^2-3r^2)$. The strains $\varepsilon_r=u'+w'^2/2$ and $\varepsilon_\theta=u/r$ require $\varepsilon_r-(r\varepsilon_\theta)'=\kappa^2r^2/2$. Hooke's law turns the left side into $8cr^2/(Eh_s)$, so $c=Eh_s\kappa^2/16$. The stretching energy per area is
\begin{equation}
\frac{1}{\pi a^2}\int_0^a\frac{N_r^2+N_\theta^2-2\nu N_rN_\theta}{2Eh_s}\,2\pi r\,dr=\frac{Eh_s\kappa^4a^4}{384},
\end{equation}
where the three integrals $\int(\dots)\,r\,dr$ are $c^2a^6/6$, $c^2a^6/2$ and zero. For a thin film, the terms of \eqref{eq:U} that contain $\kappa$ are $M_sh_s^3\kappa^2/12-\sigma_fh_fh_s\kappa$. Adding the stretching energy, setting the derivative to zero and multiplying by $6/(M_sh_s^3)$, with $E/M_s=1-\nu$, gives
\begin{equation}
\kappa+(1-\nu)\frac{\kappa^3a^4}{16h_s^2}=\frac{6\sigma_fh_f}{M_sh_s^2}.
\end{equation}
Within this spherical model, stretching reduces the curvature but leaves its sign alone. The relative reduction is about $(1-\nu)S^2$, where $S=\kappa a^2/(4h_s)$ is taken from \eqref{eq:stoney}. Here $S=0.044$ and, with $\nu=0.278$, the reduction is 0.14\% (0.18\% with $\nu=0.061$). This figure applies to the curvature averaged over the disc. If the shape may depart from a sphere, the curvature at the centre falls by about 0.31\% and the rim height by about 0.21\% for $\nu=0.278$. For $S$ near one, Stoney's formula would misjudge the amount badly. Above $S\approx1.4$ (isotropic plate with $\nu=0.278$; about 1.3 with the cubic constants of silicon) a shape with two unequal principal curvatures has lower energy than the axisymmetric one, and the equation above no longer applies. Averaged over the disc, both curvatures keep their sign at least up to $S=4$, but between $S=2$ and $S=2.25$ the smaller one changes sign at the centre, and it stays slightly negative there, by at most about 3\% of the Stoney value, up to $S=4$.

\section{Recommendation}

The author should reverse the predicted shape and replace the skin and beam analogies by a comparison of natural lengths. The free-surface test should be withdrawn as a general rule. For the 200 nm film of the example it does give the sign of $\sigma_f$, since with $M_f/M_s=1.85$ the surface stress changes sign only at $\eta\approx0.38$, a film about 275 $\mu$m thick; but a tensile surface then goes with a concave coated face. In its place I suggest measuring the bow before deposition and again afterwards, once any back film has been removed, on the same support and with the same face up. In the linear regime both gravity and the initial bow then cancel in the difference, and a tensile film shows itself by a rim that has risen towards the coated side.
